# Profile Likelihoods for Specularity and Grain-Boundary Reflection with Grain-Size Data

A resistivity calculation for a narrow interconnect must decide how much of the excess resistivity to assign to surfaces and how much to grain boundaries. The answer determines whether a smoother interface or larger grains promises the greater gain. Two fitted numbers carry the decision: the specularity $p$, the probability that an electron leaves a surface by mirror reflection, and the reflection coefficient $R$ of a grain boundary. Resistivity against film thickness can be fitted well by very different pairs $(p,R)$. The practical question is which further measurement separates them, and how precise it must be.

## A fit by hand

Let $h$ be the film thickness, $\lambda$ the bulk mean free path, $\rho_0$ the bulk resistivity and $D$ the mean grain intercept along the current. Suppose that $D=c_sh$ within a series $s$ of films, and define

$$b=\frac{R}{1-R},\qquad g_s=\frac{b}{c_s}.$$

For thick films, the law derived in the next section is

$$\frac{\rho}{\rho_0}\simeq1+\frac{\lambda}{h}S_s,\qquad S_s=\frac38(1-p)+\frac32g_s .$$

Both mechanisms give a $1/h$ term, so one series measures one number, $S_s$, for two unknowns. Holding $S_s$ fixed gives $-\frac38dp+\frac32dg_s=0$, or $dg_s/dp=\frac14$. This is the valley: more specular surfaces are compensated by stronger grain scattering.

Take two series, as deposited and annealed, with the same $p$ and $R$ but $c_1=0.8$ and $c_2=2$. For $p=0.4$ and $R=0.3$, $g_1=0.5357$ and $g_2=0.2143$. Then

$$S_1=0.225+0.8036=1.0286,\qquad S_2=0.225+0.3214=0.5464.$$

There are now two numbers for three unknowns, $p,g_1,g_2$. The missing equation can come from microscopy. Since $b$ is common,

$$Q\equiv\frac{c_2}{c_1}=\frac{g_1}{g_2}.$$

Write $a=\frac38(1-p)$. From $S_1-a=Q(S_2-a)$ we get $a(Q-1)=QS_2-S_1$, hence

$$p=1-\frac83\,\frac{QS_2-S_1}{Q-1}.$$

With $Q=2.5$, the fraction is $(1.366-1.029)/1.5\simeq0.225$, and $p=0.4$ is recovered.

Now let the measured logarithm $\ln Q$ have variance $v=0.005$, and treat the slopes as perfect. For each trial $p$, choose $g_1,g_2$ to reproduce the slopes. The remaining misfit is $[\ln Q_{\rm measured}-\ln(g_1/g_2)]^2/v$. This is a profile: one parameter is fixed and the others take their best values. A 95% interval keeps misfits below 3.841, so $\ln Q$ may move by $\sqrt{3.841\times0.005}=0.139$. The limits $Q=2.87$ and $2.18$ give $p\simeq0.23$ and $0.64$. Without microscopy the misfit is zero for every $p$ between 0 and 1, because the required $g_s$ remain positive.

## The resistivity model

Real films need not be thick compared with $\lambda$, so the general method uses a joint solution for surfaces and grains. Assume a spherical Fermi surface, equal specularity at both surfaces, and grain boundaries perpendicular to the current. The result applies to films; a narrow line also has sidewalls, whose scattering must be added before the fitted $p$ and $R$ are used to predict its resistivity. Let $x$ be the current direction, $z$ the film normal and $\mathbf n$ the unit velocity.

An electron meets boundary planes at a rate proportional to $|n_x|/D$. A weak planar barrier reflects it with probability proportional to $1/n_x^2$, and reflection reverses its contribution to the current. The additional relaxation rate therefore varies as $1/(D|n_x|)$. The Mayadas–Shatzkes form writes the total rate as the bulk rate times

$$H=1+\frac{\alpha}{|n_x|},\qquad \alpha=\frac{\lambda}{D}\frac{R}{1-R}=\frac{\lambda g_s}{h}.$$

The numerical factor in $\alpha$ is a convention that defines the fitted $R$. Literal counting gives a factor two more: a reflection changes the velocity along the current by twice its value, and barriers that reflect with probability $R'$ at normal incidence give $\alpha\simeq2(\lambda/D)R'/(1-R')$. The value $R=0.3$ used here thus corresponds to $R'\simeq0.18$. Published values of $R$ can be compared only within one convention; the results for $p$ do not depend on it. The weak-barrier argument only motivates the dependence on $n_x$; for $R$ as large as 0.3 that dependence is an assumption of the model.

Let $y$ be the displacement of the electron distribution divided by its value far from the surfaces, and let $\zeta=z/h$. For $n_z>0$ the stationary Boltzmann equation becomes

$$\frac{dy}{d\zeta}=K(1-y),\qquad K=\frac{hH}{\lambda |n_z|},$$

with solution $y=1-Ae^{-K\zeta}$. At the lower surface a fraction $p$ of the arriving displacement survives. By mirror symmetry the arriving value equals $y(1)$, so

$$1-A=p(1-Ae^{-K}),\qquad A=\frac{1-p}{1-pe^{-K}}.$$

The average of $e^{-K\zeta}$ over the film is $(1-e^{-K})/K$. The displacement far from the surfaces is proportional to $n_x/H$, and the current supplies another factor $n_x$. Since $\int n_x^2\,d\Omega=4\pi/3$, normalization to the bulk gives

$$\frac{\rho_0}{\rho}=\frac{3}{4\pi}\int d\Omega\,\frac{n_x^2}{H}
\left[1-\frac{(1-p)(1-e^{-K})}{K(1-pe^{-K})}\right].$$

Two limits check the factors. For $p=1$ the bracket is one, and with $\mu=|n_x|$,

$$\frac{\rho_0}{\rho}=3\int_0^1\frac{\mu^3}{\mu+\alpha}d\mu
=3\left[\frac13-\frac\alpha2+\alpha^2-\alpha^3\ln\left(1+\frac1\alpha\right)\right],$$

because $\mu^3/(\mu+\alpha)=\mu^2-\alpha\mu+\alpha^2-\alpha^3/(\mu+\alpha)$.

For $h\gg\lambda$, with $g_s$ fixed, $e^{-K}$ is negligible and $1/H\simeq1-\alpha/|n_x|$. The small region near $n_x=0$, where this expansion fails, has negligible weight at first order because of the factor $n_x^2$. Thus

$$\frac{\rho_0}{\rho}\simeq1-\frac{3}{4\pi}\int d\Omega\,n_x^2
\left[\frac{\alpha}{|n_x|}+\frac{(1-p)\lambda|n_z|}{h}\right].$$

Using $\int|n_x|d\Omega=2\pi$ and $\int n_x^2|n_z|d\Omega=\pi/2$, the two losses are $3\alpha/2$ and $3(1-p)\lambda/(8h)$. Inverting to first order changes their signs and gives the law used by hand.

## The likelihood and what grains can tell

For Gaussian errors in logarithms, minus twice the log likelihood is, up to a constant, a sum of squared standardized residuals, $\chi^2$. It has three parts:

- the log resistivities, with standard deviation $\sigma_\rho$;
- an independent measurement of $\ln\rho_0$, with standard deviation $\sigma_0$;
- grain data $y_s=\ln c_s+e_s+\eta$.

The product $\rho_0\lambda$ is held fixed, so a trial $\rho_0$ also changes $\lambda$. The error $e_s$ comes from counting grains. For $N$ independent lognormal intercepts of known log-width $w$, the mean logarithm has variance $\tau^2=w^2/N$. Adding $w^2/2$ converts it to the logarithm of the arithmetic mean. The error $\eta$, of standard deviation $\tau_c$, is common to both series, as from a shared length calibration or boundary criterion.

Form the difference and mean of the grain data:

$$d=y_2-y_1,\qquad m=\tfrac12(y_1+y_2).$$

In $d$ the common error cancels, leaving variance $v=2\tau^2$. The variance of $m$ is $\tau^2/2+\tau_c^2$. Their covariance is $(\tau^2-\tau^2)/2=0$, so Gaussian errors in $d$ and $m$ are independent. With $q=\ln g_1-\ln g_2=\ln(c_2/c_1)$ and $\ln c_s=\ln b-\ln g_s$,

$$\chi^2=\chi^2_\rho(p,g_1,g_2,\rho_0)+\frac{(d-q)^2}{v}
+\frac{\left[m-\ln b+\frac12(\ln g_1+\ln g_2)\right]^2}{\tau^2/2+\tau_c^2}.$$

Here $\chi^2_\rho$ includes the $\rho_0$ measurement. Three results follow within this model.

**No grain data.** The last two terms are absent and $b$ does not appear. Any $R$ between 0 and 1 can be matched by rescaling the free $c_s$, so its profile is exactly flat.

**Two series.** When $p$ is profiled, $b$ can be chosen to make the last term zero. The grain data therefore act on $p$ only through the ratio $c_2/c_1$. If every measured grain size is multiplied by $f$, $m$ rises by $\ln f$, $\ln b$ follows, and $p$ is unchanged.

**One series.** There is no difference term. The single grain residual can be made zero by choosing $b$, whatever $p$ is. Grain data then determine $R$ for a given $p$, but leave the profile of $p$ untouched.

Thus grain data can shorten the interval for $p$ when two series have different ratios $D/h$. Measuring more grains in one series with $D\propto h$ cannot do so.

## The algorithm

1. Minimize $\chi^2$ over $p$, $\ln b$, $\ln\rho_0$, $\ln c_1$ and $\ln c_2$. The logarithms keep four quantities positive. Without grain data, fix $b$ at any value to remove the flat direction.
2. Fix $p$ at a trial value, minimize again over all other parameters, and subtract the global minimum. Call the result $\Delta\chi^2(p)$.
3. Find where $\Delta\chi^2=3.841$ on each side. If the curve stays below this value up to $p=0$ or $p=1$, that physical bound ends the interval.
4. Repeat for $\ln b$, keeping $0\le p\le1$, and convert the endpoints with $R=b/(1+b)$.

The threshold is the 95% point of a $\chi^2$ distribution with one degree of freedom. Its use is asymptotic, so coverage must be checked by simulation, especially near a bound.

## How much the valley shortens

Near the minimum, a quadratic approximation gives the gain before any grains are counted. Let $x$ be the displacement of $(p,\ln g_1,\ln g_2,\ln\rho_0)$ and let $J$ contain the derivatives of the standardized resistivity and reference residuals. Then $\Delta\chi^2_\rho=x^TC^{-1}x$ with $C^{-1}=J^TJ$.

To profile $p$, minimize this form at fixed $x_p$. A Lagrange multiplier $\mu$ gives $C^{-1}x=\mu e_p$, where $e_p$ is the unit vector for $p$. Hence $x=\mu Ce_p$, $x_p=\mu C_{pp}$ and $\Delta\chi^2=\mu x_p=x_p^2/C_{pp}$. The curvature of the profile therefore yields the variance $C_{pp}$.

Write $q=a^Tx$ up to a constant, with $a=(0,1,-1,0)^T$. Measuring $q$ with variance $v$ adds $aa^T/v$ to $C^{-1}$. Set $u=Ca$ and $V_q=a^TCa$. The new covariance is

$$C'=C-\frac{uu^T}{V_q+v}.$$

To verify this, multiply by $C^{-1}+aa^T/v$. Since $C^{-1}u=a$, $a^TC=u^T$ and $a^Tu=V_q$, the product is the identity plus $au^T$ times

$$\frac1v-\frac1{V_q+v}\left(1+\frac{V_q}{v}\right)=0.$$

Let $V_p=C_{pp}$ and let $r$ be the correlation of $p$ and $q$, so $u_p^2=r^2V_pV_q$. The $pp$ element is

$$V_p'=V_p-\frac{r^2V_pV_q}{V_q+v}
=V_p(1-r^2)+r^2V_p\frac{v}{V_q+v}.$$

The first term is a floor set by the resistivity data, which remains even for a perfectly known grain ratio. The second is the price of counting a finite number of grains.

For reflection, $\ln b$ is the mean of $\ln g_s$ plus the mean of $\ln c_s$. The latter is measured independently by $m$, so

$$\mathrm{Var}(\ln b)=\mathrm{Var}'\left[\tfrac12(\ln g_1+\ln g_2)\right]+\frac{\tau^2}{2}+\tau_c^2.$$

## A full example

Consider a model metal with $\rho_0=8\ \mu\Omega\,\mathrm{cm}$, $\lambda=20$ nm and the values of $p,R,c_1,c_2$ used above. Each series has thicknesses 10, 15, 20, 30, 40 and 60 nm. The logarithmic errors are $\sigma_\rho=0.02$ and $\sigma_0=0.01$; also $w=0.5$ and $\tau_c=0.1$. Unless stated otherwise the data are noise-free expected values, so $\chi^2$ is zero at the true parameters.

Without grain data the valley is:

| $p$ | $\Delta\chi^2$ | $g_1$ | $g_2$ | $c_2/c_1$ |
|---|---|---|---|---|
| 0.0 | 0.65 | 0.391 | 0.062 | 6.29 |
| 0.4 | 0.00 | 0.536 | 0.214 | 2.50 |
| 1.0 | 0.10 | 0.708 | 0.390 | 1.82 |

The whole range of $p$ lies below the threshold 3.841. Resistivity alone therefore permits anything from fully diffuse to fully specular surfaces. The last column shows why microscopy helps: the ends of the valley demand very different grain-size ratios.

The valley is not parabolic. Its local standard deviation in $p$, 0.79, would predict $(0.4/0.79)^2=0.26$ at $p=0$ and $(0.6/0.79)^2=0.58$ at $p=1$, against the actual 0.65 and 0.10. The profile, rather than its curvature, must supply the interval.

For 100 intercepts per series, $\tau^2=0.25/100=0.0025$ and $v=0.005$. The resistivity data give standard deviations 0.7914 for $p$ and 0.7662 for $q$, with $r=-0.9976$; the floor is 0.0544. Hence

$$V_p'\simeq0.0544^2+0.9976^2(0.7914)^2\frac{0.005}{0.7662^2+0.005}
\simeq0.0082,$$

a standard deviation of 0.091. Refitted profiles give the same value at this precision. The 95% intervals are:

| intercepts per series | $p$ | $R$ |
|---|---|---|
| none | 0 to 1 | 0 to 1 |
| 25 | 0.18 to 0.88 | 0.23 to 0.40 |
| 100 | 0.25 to 0.61 | 0.25 to 0.36 |
| 400 | 0.28 to 0.54 | 0.25 to 0.35 |

The interval for $p$ shrinks from 1.00 to 0.37 with 100 intercepts and to 0.26 with 400. Its longer upper side has a simple leading-order origin. From $dg_s/dp=1/4$,

$$\frac{dq}{dp}=\frac14\left(\frac1{g_1}-\frac1{g_2}\right)
=-\frac{g_1-g_2}{4g_1g_2}.$$

Along the valley $g_1-g_2$ is constant at this order, while both $g_s$ grow with $p$. The grain ratio therefore becomes less sensitive to $p$ on the upper side. The full fit shows the same trend in the first table, although its films, with $\lambda/h$ up to 2, lie outside the thick-film regime.

These numbers also answer how many grains to count in this example; the answer changes with $\lambda/h$ and $\sigma_\rho$. For $v\ll V_q$, the counting term is about $r^2(V_p/V_q)v=1.06v$. It equals the floor variance 0.00296 at $v\simeq0.0028$, or $N=2w^2/v\simeq180$ intercepts per series. Well beyond this number, better resistivity data help $p$ more than further counting. For $R$, the common scale error sets another limit: the standard deviation of $\ln b$ is 0.119 at 400 intercepts, and counting alone can lower it only to about 0.111, because $\tau_c=0.1$ and the resistivity errors remain.

## Errors that matter, and where the method fails

One noisy data set with 100 intercepts per series gives $p=0.47$, $R=0.32$ and $\chi^2=9.3$. There are 15 data and 5 parameters, hence 10 degrees of freedom. Multiplying all its grain sizes by 1.2 leaves $p$ at 0.47 but raises $R$ to 0.36. The arithmetic is $b=0.3229/0.6771=0.477$, then $1.2b=0.572$ and $R=0.572/1.572=0.364$.

An error in one series is different. In the expected data, multiplying only the grain sizes of series 1 by 1.2 moves $p$ from 0.40 to 0.65 and $R$ from 0.30 to 0.37. The measured $c_2/c_1$ is then too small, and the fit moves up the valley. Consistent treatment of both series matters more for $p$ than an accurate absolute scale.

The same bias arises if annealing changes the boundaries themselves. With different $b_1$ and $b_2$,

$$\ln\frac{g_1}{g_2}=\ln\frac{c_2}{c_1}+\ln\frac{b_1}{b_2}.$$

A fit with one common $b$ reads the last term as an error in the grain ratio. For the same $g_1,g_2$, $b_1=1.2b_2$ shifts $p$ just as the one-sided scale error does. Grain data cannot detect this by themselves; the assumption that both series share $p$ and $R$ needs separate support. The fit also assumes a common $\rho_0$ and a known log-width $w$ for both series. Annealing can change either, and an unrecognized change shifts the fitted $p$. Finally, the floor and the intervals above take $\rho_0\lambda$ as exactly known. In the thick-film law the data fix $\lambda S_s$, so $1-p$ and $b$ both scale inversely with the assumed $\lambda$. In the expected data with 100 intercepts, a value of $\rho_0\lambda$ 10% too large gives $p=0.45$ and $R=0.28$, and one 10% too small gives $p=0.34$ and $R=0.32$, with $\chi^2$ still near zero. A 10% uncertainty in $\rho_0\lambda$ raises the floor from 0.054 to about 0.075.

The gain also disappears locally if the series have equal $c_s$ and identical resistivity designs. Exchanging them changes the sign of $q$ but not of $p$, so their covariance must vanish. The variance formula then gives $V_p'=V_p$, however many grains are counted.

In 200 simulated repetitions with 100 intercepts per series, the 95% criterion covered the true $p$ in 95.0% of cases and the true $R$ in 96.5%, with a binomial standard error of about 1.5 percentage points. These fits did not impose the bounds on $p$. The result supports the threshold for this design, not for a true $p$ close to 0 or 1. Further values are in the numerical output below.

## Calculated quantities

```
rho0 = 8.0 microohm cm, lambda = 20 nm
true p = 0.4, R = 0.3, c1 = 0.8, c2 = 2.0
true g1, g2 = 0.5357, 0.2143
log errors: rho 0.02, rho0 reference 0.01
grain log-width 0.5, common scale error 0.1
95% threshold in Delta chi2 = 3.841
h (nm), expected rho series 1, series 2 (microohm cm):
  10  23.516  16.662
  15  18.419  13.826
  20  15.855  12.389
  30  13.275  10.935
  40  11.975  10.201
  60  10.666  9.465
valley without grain data: p, Delta chi2, g1, g2, c2/c1, rho0
  0.0  0.654  0.3906  0.0621  6.285  8.031
  0.2  0.103  0.4672  0.1429  3.270  8.012
  0.4  0.000  0.5357  0.2143  2.500  8.000
  0.6  0.038  0.5979  0.2783  2.148  7.992
  0.8  0.087  0.6551  0.3365  1.946  7.989
  1.0  0.103  0.7080  0.3899  1.816  7.988
Delta chi2 at p=0.8 for R=0.1,0.3,0.7: 0.08703, 0.08703, 0.08703
one series, p=0.9, Delta chi2 without/with 100 grains: 0.0358, 0.0358
two series, p=0.9, Delta chi2 without/with 100 grains: 0.100, 13.730
resistivity only: sd(p) = 0.7914, sd(q) = 0.7662, corr(p,q) = -0.9976
sd(p) from profile curvature, no grain data = 0.7910
grains per series: sd(p) formula, profile; sd(ln b) formula, profile
  25: 0.1533, 0.1532; 0.2044, 0.2044
  100: 0.0907, 0.0906; 0.1407, 0.1407
  400: 0.0654, 0.0654; 0.1190, 0.1190
sd(p) floor, perfect grain ratio = 0.0544
95% intervals (0 grains: R interval is all of 0 to 1):
  0 grains: p 0.000 to 1.000, length 1.000
  25 grains: p 0.177 to 0.881, length 0.703; R 0.226 to 0.398
  100 grains: p 0.246 to 0.613, length 0.368; R 0.246 to 0.362
  400 grains: p 0.279 to 0.538, length 0.258; R 0.253 to 0.351
noisy example, 100 grains: p = 0.4721, R = 0.3229, chi2 = 9.28 (10 dof)
same, all grain sizes times 1.2: p = 0.4721, R = 0.3639
expected data, only series 1 grains times 1.2: p = 0.6511, R = 0.3703
coverage of 95% intervals in 200 trials: p 0.950, R 0.965
largest relative quadrature error = 7.8e-09
Boltzmann solution / formula - 1 = -2.6e-09
```
